# Converting a luminescence spectrum from wavelength to energy needs a Jacobian: test program

```python
"""
Result under test: a photon spectrum recorded per unit wavelength and merely
relabelled with E = hc/wavelength is E^2/(hc) times the photon density per
unit energy. A Gaussian energy density (centre E0, standard deviation sigma)
then appears to peak at (E0 + sqrt(E0^2 + 8 sigma^2))/2 instead of E0.
Energies are in eV, wavelengths in nm. Photons are counted by integrating
over bins, so the counting itself contains no Jacobian.
"""
import numpy as np
from scipy import constants as const

HC = const.h * const.c / const.e * 1e9       # eV nm
E0, SIGMA = 1.5, 0.1                         # eV
BIN = 0.5                                    # nm
NODES, WEIGHTS = np.polynomial.legendre.leggauss(6)


def gaussian(energy, centre=E0, sigma=SIGMA):
    return (np.exp(-0.5 * ((energy - centre) / sigma) ** 2)
            / (sigma * np.sqrt(2 * np.pi)))


def bin_integral(density, edges):
    """Integral of a density over each interval between successive edges."""
    middle = 0.5 * (edges[1:] + edges[:-1])
    half = 0.5 * np.abs(np.diff(edges))
    points = middle[:, None] + half[:, None] * NODES
    return half * (density(points) @ WEIGHTS)


def peak(x, y):
    """Maximum of sampled data, refined by a parabola through ln y."""
    i = int(np.argmax(y))
    assert 0 < i < len(x) - 1
    a, b, _ = np.polyfit(x[i-1:i+2] - x[i], np.log(y[i-1:i+2]), 2)
    return x[i] - b / (2 * a)


def area(x, y):
    return abs(np.sum(0.5 * (y[1:] + y[:-1]) * np.diff(x)))


def peak_formula(power, centre=E0, sigma=SIGMA):
    """Peak of E**power times a Gaussian."""
    return 0.5 * (centre + np.sqrt(centre**2 + 4 * power * sigma**2))


# Equal wavelength bins and the energies of their edges
wl_edges = np.arange(400.0, 2500.0 + BIN / 2, BIN)
wl = 0.5 * (wl_edges[1:] + wl_edges[:-1])
en_edges = HC / wl_edges
en_label = HC / wl
en_mid = 0.5 * (en_edges[1:] + en_edges[:-1])
en_width = np.abs(np.diff(en_edges))

# Photons per bin, shown per nm and per eV
counts = bin_integral(gaussian, en_edges)
per_nm = counts / BIN
peak_relabelled = peak(en_label, per_nm)
peak_correct = peak(en_mid, counts / en_width)
peak_wl = peak(wl, per_nm)
assert abs(counts.sum() - 1) < 1e-9
assert abs(peak_correct - E0) < 5e-6
assert abs(peak_relabelled - peak_formula(2)) < 5e-6
assert abs(peak_wl - HC / peak_formula(2)) < 5e-3
jacobian_density = gaussian(en_label) * en_label**2 / HC
assert np.max(np.abs(per_nm - jacobian_density)) < 1e-4 * per_nm.max()
shift = peak_relabelled - E0
first_order = 2 * SIGMA**2 / E0
second_order = first_order - 4 * SIGMA**4 / E0**3
assert abs(shift - second_order) < 5e-6
assert abs(shift - 0.013) < 0.0005

# Energy widths of equal wavelength bins on either side of the band
width_low = np.interp(-(E0 - SIGMA), -en_mid, en_width)
width_high = np.interp(-(E0 + SIGMA), -en_mid, en_width)
width_ratio = width_high / width_low
assert abs(width_ratio - ((E0 + SIGMA) / (E0 - SIGMA))**2) < 1e-4

# Area and mean of the relabelled curve
area_rel = area(en_label, per_nm)
mean_rel = area(en_label, en_label * per_nm) / area_rel
assert abs(area_rel * HC / (E0**2 + SIGMA**2) - 1) < 1e-5
mean_shift = 2 * E0 * SIGMA**2 / (E0**2 + SIGMA**2)
assert abs(mean_rel - E0 - mean_shift) < 2e-6
E_SECOND = 1.9
counts2 = bin_integral(lambda e: gaussian(e, E_SECOND), en_edges)
area_ratio = area(en_label, counts2 / BIN) / area_rel
assert abs(counts2.sum() - 1) < 1e-9
assert abs(area_ratio - (E_SECOND**2 + SIGMA**2)
           / (E0**2 + SIGMA**2)) < 1e-4

# Reverse case: the relabelled curve is the Gaussian; count in energy bins
grid = np.arange(0.8, 2.5, 0.001)
grid_mid = 0.5 * (grid[1:] + grid[:-1])
reverse = bin_integral(lambda w: gaussian(HC / w), HC / grid)
peak_reverse = peak(grid_mid, reverse)
assert abs(peak_reverse - peak_formula(-2)) < 5e-6

# Radiant power instead of photon number
power_counts = bin_integral(lambda e: e * gaussian(e), en_edges)
peak_power_ev = peak(en_mid, power_counts / en_width)
peak_power_nm = peak(en_label, power_counts / BIN)
assert abs(peak_power_ev - peak_formula(1)) < 5e-6
assert abs(peak_power_nm - peak_formula(3)) < 5e-6

# Lorentzian of the same full width, and a narrow Gaussian
fwhm = 2 * np.sqrt(2 * np.log(2)) * SIGMA
gamma = fwhm / 2
lorentz = bin_integral(
    lambda e: gamma / np.pi / ((e - E0)**2 + gamma**2), en_edges)
shift_lorentz = peak(en_label, lorentz / BIN) - E0
assert abs(shift_lorentz - gamma**2 / E0) < 5e-6
NARROW = 0.01
narrow = bin_integral(lambda e: gaussian(e, E0, NARROW), en_edges)
shift_narrow = peak(en_label, narrow / BIN) - E0
assert abs(shift_narrow - (peak_formula(2, E0, NARROW) - E0)) < 5e-6

# Modulated reflectance: ratio of reflected change to incident lamp light
LAMP_T = 3000.0
kt_lamp = const.k * LAMP_T / const.e


def lamp(energy):
    return energy**2 / np.expm1(energy / kt_lamp)


def reflectance_change(energy):
    return 1e-3 * np.exp(-0.5 * ((energy - E0) / SIGMA)**2)


incident = bin_integral(lamp, en_edges)
changed = bin_integral(lambda e: lamp(e) * reflectance_change(e), en_edges)
ratio = changed / incident
peak_ratio = peak(en_label, ratio)
peak_ratio_wrong = peak(en_label, ratio * HC / en_label**2)
assert abs(peak_ratio - E0) < 5e-6
assert peak_ratio_wrong < E0 - 0.01

# Neglected effects, each after the correct conversion to energy density
SLIT = 5.0                                   # nm, full width at half maximum
offsets = np.linspace(-SLIT, SLIT, 201)
slit_weights = 1 - np.abs(offsets) / SLIT
slit_weights /= slit_weights.sum()
shifted_en = HC / (wl[:, None] + offsets)
blurred = (gaussian(shifted_en) * shifted_en**2 / HC) @ slit_weights
shift_slit = peak(en_label, blurred * HC / en_label**2) - E0
assert abs(shift_slit) < 0.01 * shift

AIR_INDEX_EXCESS = 2.7e-4                    # rough, visible to near infrared
shift_air = HC / (HC / E0 / (1 + AIR_INDEX_EXCESS)) - E0

EFF_800, EFF_1000 = 0.7, 0.1                 # rough silicon detector
window = (wl > 650) & (wl < 1000)
efficiency = EFF_800 + (EFF_1000 - EFF_800) * (wl[window] - 800) / 200
detected = counts[window] * efficiency
shift_detector = peak(en_mid[window], detected / en_width[window]) - E0
assert shift_detector > shift

GAP_SLOPE, HEATING = -0.3e-3, 10.0           # eV/K (rough, silicon), K
shift_heat = GAP_SLOPE * HEATING

print(f"hc = {HC:.3f} eV nm")
print(f"True peak E0 = {E0:.3f} eV; sigma = {SIGMA:.3f} eV")
print(f"Full width at half maximum = {fwhm:.4f} eV")
print(f"Wavelength bin = {BIN:.1f} nm")
print(f"Peak of counts per eV = {peak_correct:.5f} eV")
print(f"Peak of counts per nm, relabelled = {peak_relabelled:.5f} eV")
print(f"Formula for relabelled peak = {peak_formula(2):.5f} eV")
print(f"Shift from missing Jacobian = {shift*1e3:.2f} meV")
print(f"Estimate 2 sigma^2/E0 = {first_order*1e3:.2f} meV")
print(f"Estimate with next term = {second_order*1e3:.2f} meV")
print(f"Wavelength hc/E0 = {HC/E0:.2f} nm")
print(f"Peak wavelength of counts per nm = {peak_wl:.2f} nm")
print(f"Bin width at E0 - sigma = {width_low*1e3:.4f} meV")
print(f"Bin width at E0 + sigma = {width_high*1e3:.4f} meV")
print(f"Ratio of these bin widths = {width_ratio:.4f}")
print(f"Relabelled area per photon = {area_rel:.4e} eV/nm")
print(f"Shift of relabelled mean = {(mean_rel-E0)*1e3:.2f} meV")
print(f"Second band centre, same sigma = {E_SECOND:.2f} eV")
print(f"Area ratio, second/first, equal photons = {area_ratio:.3f}")
print(f"Reverse case: true peak = {peak_reverse:.5f} eV")
print(f"Reverse case: shift = {(peak_reverse-E0)*1e3:.2f} meV")
print(f"Power per eV: peak shift = {(peak_power_ev-E0)*1e3:.2f} meV")
print(f"Power per nm: peak shift = {(peak_power_nm-E0)*1e3:.2f} meV")
print(f"Lorentzian half width gamma = {gamma:.4f} eV")
print(f"Lorentzian relabelling shift = {shift_lorentz*1e3:.2f} meV")
print(f"Narrow Gaussian sigma = {NARROW*1e3:.0f} meV")
print(f"Narrow Gaussian shift = {shift_narrow*1e3:.3f} meV")
print(f"Lamp temperature for reflectance test = {LAMP_T:.0f} K")
print(f"Reflectance ratio, relabelled peak = {peak_ratio:.5f} eV")
print(f"Same ratio, Jacobian misapplied = {peak_ratio_wrong:.5f} eV")
print("Neglected effects (rough inputs):")
print(f"Slit bandpass = {SLIT:.1f} nm; shift = {shift_slit*1e3:.4f} meV")
print(f"Air index minus one = {AIR_INDEX_EXCESS:.1e} (no unit)")
print(f"Shift if air wavelengths are used = {shift_air*1e3:.2f} meV")
print(f"Detector efficiency at 800 nm = {EFF_800:.1f} (no unit)")
print(f"Detector efficiency at 1000 nm = {EFF_1000:.1f} (no unit)")
print(f"Uncorrected detector shift = {shift_detector*1e3:.1f} meV")
print(f"Gap slope = {GAP_SLOPE*1e3:.1f} meV/K; heating = {HEATING:.0f} K")
print(f"Shift from heating = {shift_heat*1e3:.1f} meV")
print("all good")
```

Output:

```
hc = 1239.842 eV nm
True peak E0 = 1.500 eV; sigma = 0.100 eV
Full width at half maximum = 0.2355 eV
Wavelength bin = 0.5 nm
Peak of counts per eV = 1.50000 eV
Peak of counts per nm, relabelled = 1.51322 eV
Formula for relabelled peak = 1.51322 eV
Shift from missing Jacobian = 13.22 meV
Estimate 2 sigma^2/E0 = 13.33 meV
Estimate with next term = 13.21 meV
Wavelength hc/E0 = 826.56 nm
Peak wavelength of counts per nm = 819.34 nm
Bin width at E0 - sigma = 0.7904 meV
Bin width at E0 + sigma = 1.0324 meV
Ratio of these bin widths = 1.3061
Relabelled area per photon = 1.8228e-03 eV/nm
Shift of relabelled mean = 13.27 meV
Second band centre, same sigma = 1.90 eV
Area ratio, second/first, equal photons = 1.602
Reverse case: true peak = 1.48655 eV
Reverse case: shift = -13.45 meV
Power per eV: peak shift = 6.64 meV
Power per nm: peak shift = 19.74 meV
Lorentzian half width gamma = 0.1177 eV
Lorentzian relabelling shift = 9.24 meV
Narrow Gaussian sigma = 10 meV
Narrow Gaussian shift = 0.133 meV
Lamp temperature for reflectance test = 3000 K
Reflectance ratio, relabelled peak = 1.50000 eV
Same ratio, Jacobian misapplied = 1.48655 eV
Neglected effects (rough inputs):
Slit bandpass = 5.0 nm; shift = -0.0455 meV
Air index minus one = 2.7e-04 (no unit)
Shift if air wavelengths are used = 0.40 meV
Detector efficiency at 800 nm = 0.7 (no unit)
Detector efficiency at 1000 nm = 0.1 (no unit)
Uncorrected detector shift = 24.3 meV
Gap slope = -0.3 meV/K; heating = 10 K
Shift from heating = -3.0 meV
all good
```
